\section*{The Friedel Sum Rule and Its Constraint on Electron-Wind Calculations, part 2}

An impurity in a free-electron metal is screened by the electrons it draws in, and a current pushes on it. How far does the screening charge determine that force?

The algebra uses atomic units: $\hbar$, the electron mass and the elementary charge $e$ are one, and the electron's charge is $-1$. Independent electrons, with both spins equally occupied, move in a fixed, spherical, short-range screened potential energy $V(r)$. A prime on a radial function means $d/dr$. For angular momentum $l$ and wavenumber $k$, the radial function $u_l=r\times$(radial wavefunction) obeys
\begin{equation}
u_l''=\left[\frac{l(l+1)}{r^2}+2V(r)-k^2\right]u_l ,
\label{eq:radial}
\end{equation}
with $u_l(0)=0$ and, far away,
\begin{equation}
u_l\to\sin\varphi_l,\qquad \varphi_l=kr-\frac{l\pi}{2}+\delta_l(k).
\label{eq:asym}
\end{equation}
The phase shift $\delta_l$ grows continuously from zero as the strength $\lambda$ of the potential $\lambda V$ rises from 0 to 1:
\begin{equation}
\frac{\partial\delta_l}{\partial\lambda}=-\frac{2}{k}\int_0^\infty Vu_l^2\,dr .
\label{eq:dlam}
\end{equation}
With $k_F$ the Fermi wavenumber and $Z$ the impurity's excess positive charge, the Friedel sum rule is
\begin{equation}
\boxed{\,Z=\frac{2}{\pi}\sum_{l=0}^\infty(2l+1)\,\delta_l(k_F)\,}
\label{eq:friedel}
\end{equation}

In the opening example only $s$ waves scatter, so
\begin{equation}
Z=\frac{2}{\pi}\,\delta_0(k_F)
\label{eq:swave}
\end{equation}
and the cross section is $4\pi\sin^2\delta_0/k_F^2$. For $Z=1$, $\delta_0=\pi/2$ and the scattering is the strongest possible for an $s$ wave; for $Z=2$, $\delta_0=\pi$ and there is none.

Below, $P_l$ are Legendre polynomials, $j_l$ spherical Bessel functions, $\theta$ is the scattering angle, $c=\cos\theta$, $f(\theta)$ is the scattering amplitude and $k_B$ is Boltzmann's constant. In the Gaussian wells $-D\,e^{-r^2/b^2}$, $D$ is the depth and $b$ the width; in the force derivation $b$ instead abbreviates $u_{l+1}$. The remaining symbols are defined where they appear.

\section{Second half: the wind force and what the rule demands of it}

\subsection{Symbols and results carried over}

In atomic units, $V(r)$ is the screened potential energy of an electron near the impurity, $u_l$ the radial function tending to $\sin(kr-l\pi/2+\delta_l)$, and $\delta_l$ its phase shift, grown continuously from zero as $V$ is switched on. The Fermi wavenumber is $k_F$ and the electron density, both spins included, is $n=k_F^3/3\pi^2$. The impurity's excess charge $Z$ obeys
\begin{equation}
\frac{\pi Z}{2}=\sum_l(2l+1)\,\delta_l(k_F).
\label{eq:rule2}
\end{equation}
The phase responds to the strength $\lambda$ of the potential as $\partial\delta_l/\partial\lambda=-(2/k)\int Vu_l^2dr$.

\subsection{The force from one scattering state}

Let electrons of unit density arrive along $z$ with wavenumber $k$. The scattering state is
\begin{equation}
\psi=\sum_l(2l+1)\,i^l e^{i\delta_l}\,\frac{u_l(r)}{kr}\,P_l(\cos\theta).
\end{equation}
If the impurity moves by $\mathbf X$, the potential becomes $V(|\mathbf r-\mathbf X|)$. The force on it is minus the derivative of the interaction energy with respect to $\mathbf X$, so along $z$
\begin{equation}
F=\int|\psi|^2\,V'(r)\cos\theta\,d^3r .
\label{eq:force}
\end{equation}
The screened potential is treated as rigidly attached to the ion. In a steady state the screening cloud stores no growing momentum, so what is given to $V$ reaches the ion. The pull of the applied field on the ion is a separate direct force.

The recurrence $(2l+1)\cos\theta\,P_l=(l+1)P_{l+1}+lP_{l-1}$ shows that $\cos\theta$ connects only neighbouring waves, with
\begin{equation}
\int_{-1}^1cP_lP_{l+1}\,dc=\frac{2(l+1)}{(2l+1)(2l+3)} .
\label{eq:angle}
\end{equation}
Define $\eta_l=\delta_l-\delta_{l+1}$. Each neighbouring pair occurs twice in $|\psi|^2$, as complex conjugates, and brings the phase factor $2\,\mathrm{Re}(ie^{-i\eta_l})=2\sin\eta_l$. With $2\pi$ from the azimuth,
\begin{equation}
F=\frac{8\pi}{k^2}\sum_l(l+1)\sin\eta_l\int_0^\infty V'u_lu_{l+1}\,dr .
\label{eq:Fsum}
\end{equation}

The integrand is a total derivative. Write $a=u_l$, $b=u_{l+1}$, $m=l+1$, $p=2V-k^2$ and $w=ab'-a'b$. The radial equations are $a''=[m(m-1)/r^2+p]a$ and $b''=[m(m+1)/r^2+p]b$. They give
\begin{align}
(a'b')'&=p(ab)'+\frac{m}{r^2}\left[(m-1)ab'+(m+1)a'b\right]\nonumber\\
&=p(ab)'+\frac{m^2}{r^2}(ab)'-\frac{m}{r^2}w ,\\
w'&=ab''-a''b=\frac{2m}{r^2}\,ab .
\end{align}
Since $(pab)'=2V'ab+p(ab)'$, eliminating $p(ab)'$ yields
\begin{equation}
2V'ab=(pab-a'b')'+\frac{m^2}{r^2}(ab)'-\frac{m}{r^2}w .
\end{equation}
The second term is $(m^2ab/r^2)'+2m^2ab/r^3$, and its last part equals $mw'/r$. Together with $-mw/r^2$ this makes $(mw/r)'$. So
\begin{equation}
2V'ab=\frac{d}{dr}\left[\left(2V-k^2+\frac{m^2}{r^2}\right)ab-a'b'+\frac{m}{r}w\right].
\end{equation}
At the origin $a\sim r^m$ and $b\sim r^{m+1}$, and every term in the bracket vanishes. Far away it tends to $-k^2\cos(\varphi_l-\varphi_{l+1})$. As $\varphi_l-\varphi_{l+1}=\pi/2+\eta_l$, this is $k^2\sin\eta_l$. Hence
\begin{equation}
\int_0^\infty V'u_lu_{l+1}\,dr=\frac{k^2}{2}\sin\eta_l ,
\end{equation}
and (\ref{eq:Fsum}) becomes
\begin{equation}
F=k^2\sigma_{tr},\qquad
\sigma_{tr}=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2\eta_l .
\label{eq:sigma}
\end{equation}

This is a momentum balance: the flux $k$ times the momentum $k$ times an area. The area is the transport cross section $\int(1-\cos\theta)|f|^2d\Omega$, where
\begin{equation}
f(\theta)=\frac1k\sum_l(2l+1)e^{i\delta_l}\sin\delta_l\,P_l(\cos\theta).
\end{equation}
To see this, note that $\int|f|^2d\Omega=(4\pi/k^2)\sum(2l+1)\sin^2\delta_l$, while (\ref{eq:angle}) gives $\int\cos\theta\,|f|^2d\Omega=(8\pi/k^2)\sum(l+1)\sin\delta_l\sin\delta_{l+1}\cos\eta_l$. The identity
\begin{equation}
\sin^2\eta_l=\sin^2\delta_l+\sin^2\delta_{l+1}-2\sin\delta_l\sin\delta_{l+1}\cos\eta_l ,
\end{equation}
multiplied by $l+1$ and summed, reproduces their difference, because each $\sin^2\delta_l$ then appears $(l+1)+l$ times.

\subsection{The force from a current}

A current shifts the Fermi sphere by the drift velocity $\mathbf v_d$. To first order the occupation changes by $(\mathbf k\cdot\mathbf v_d)\,\delta(k^2/2-k_F^2/2)$. The unshifted sphere exerts no force. By (\ref{eq:sigma}), an electron of wavevector $\mathbf k$ contributes $k\sigma_{tr}\mathbf k$ per unit density, so
\begin{align}
\mathbf F&=\frac{2}{(2\pi)^3}\int d^3k\,(\mathbf k\cdot\mathbf v_d)\,k\,\sigma_{tr}\,\mathbf k\;\frac{\delta(k-k_F)}{k_F}\nonumber\\
&=\frac{1}{4\pi^3}\,\frac{4\pi}{3}\,k_F^4\sigma_{tr}\,\mathbf v_d=n\,k_F\,\sigma_{tr}(k_F)\,\mathbf v_d .
\label{eq:wind}
\end{align}
The angular average of $\mathbf k(\mathbf k\cdot\mathbf v_d)$ supplied $k^2\mathbf v_d/3$. The force points along the electron flow and, in linear response, involves only phase shifts at the Fermi level, the same ones as the sum rule.

In a field $\mathbf E$ the electrons drift with $\mathbf v_d=-\tau\mathbf E$, where $\tau$ is the relaxation time of the host. With the mean free path $\ell=k_F\tau$, the force is $Z_w\mathbf E$ with the wind valence
\begin{equation}
Z_w=-n\,\ell\,\sigma_{tr}.
\label{eq:zw}
\end{equation}

\subsection{The constraint}

The wind depends on the phases only through the differences $\eta_l$. So does the charge. Insert $\delta_l=\sum_{j\ge l}\eta_j$ in (\ref{eq:rule2}) and exchange the sums; as $\sum_{l=0}^j(2l+1)=(j+1)^2$,
\begin{equation}
\boxed{\;\sum_l(l+1)^2\,\eta_l=\frac{\pi Z}{2}\;}
\label{eq:constraint}
\end{equation}
This is one linear condition on many unknowns. A wind calculation must satisfy it, but satisfying it does not fix $\sigma_{tr}$.

The gap is clearest for weak scattering. To first order the phase formula may be used with the free functions $u_l=kr\,j_l(kr)$. Since $\sum(2l+1)j_l^2=1$,
\begin{equation}
\sum_l(2l+1)\delta_l=-2k_F\int_0^\infty Vr^2dr=-\frac{k_F}{2\pi}\int V\,d^3r .
\end{equation}
The rule therefore fixes the volume integral of the potential, $\int V\,d^3r=-\pi^2Z/k_F$, and the forward amplitude, $f(0)=\pi Z/2k_F$. But forward scattering carries the weight $1-\cos\theta=0$ in the wind. In this regime the rule pins down the one direction that exerts no force.

It still forbids a vanishing wind when the number of scattered waves is limited and $Z$ is not an even integer. Suppose $\delta_l=0$ for $l>L$, and let $\zeta$ be the distance of $Z$ from the nearest even integer. Write each $\eta_l$ as a multiple of $\pi$ plus a remainder $x_l$ with $|x_l|\le\pi/2$. By (\ref{eq:constraint}), $\sum(l+1)^2x_l$ differs from $\pi Z/2$ by a multiple of $\pi$, so its size is at least $\pi\zeta/2$. The Cauchy inequality and $|\sin x|\ge2|x|/\pi$ then give
\begin{align}
\left(\frac{\pi\zeta}{2}\right)^2&\le\sum_{l=0}^L(l+1)^3\;\sum_{l=0}^L(l+1)x_l^2\nonumber\\
&\le\frac{(L+1)^2(L+2)^2}{4}\;\frac{\pi^2}{4}\sum_{l=0}^L(l+1)\sin^2\eta_l ,
\end{align}
and hence
\begin{equation}
\sigma_{tr}\ge\frac{16\pi\,\zeta^2}{k_F^2(L+1)^2(L+2)^2}.
\label{eq:bound}
\end{equation}
For $L=0$ and $Z=1$ this is $4\pi/k_F^2$, the value of the opening example. For even $Z$ the bound is zero, as it must be, since $\delta_0=\pi$ then gives charge two and no force. It weakens quickly as more waves take part.

\subsection{A worked example}

Take a free-electron metal with a Fermi energy of 10~eV and an interstitial ion of charge $Z=1$. Let the resistivity be $\rho=4$~$\mu\Omega\,$cm, the current density $J=1$~MA/cm$^2$ and the temperature 500~K. Then $k_F=1.620$~\AA$^{-1}$, $n=0.1436$~\AA$^{-3}$ and $4\pi/k_F^2=4.788$~\AA$^2$. The field is $\rho J=4.0\times10^{-8}$~V/\AA, and the mean free path, $\ell=\hbar k_F/(ne^2\rho)$, is 115.9~\AA.

If only $s$ and $p$ waves scatter, with neither phase negative, (\ref{eq:rule2}) leaves one free phase. Scanning it gives $\sigma_{tr}$ between 1.26 and 4.79~\AA$^2$. The minimum lies at $\delta_0=0.516$ and $\delta_1=0.352$. The general bound (\ref{eq:bound}) is lower, 0.53~\AA$^2$.

Next consider potentials with all their waves, the phases being found by Numerov integration. The first is the screened Coulomb form $-e^{-\kappa r}/r$. Its volume integral is $-4\pi/\kappa^2$, so the first-order rule gives $\kappa^2=4k_F/\pi$, the Thomas--Fermi value, with a screening length $1/\kappa=0.5065$~\AA. The full phases then give a charge of 1.296 instead of 1: the scattering is too strong for first order. Shortening the screening length to 0.4365~\AA\ restores the charge. The phases for $l=0$ to 3 are then 0.9861, 0.1328, 0.0257 and 0.0058. They give
\begin{equation}
\frac{2}{\pi}(0.9861+0.3984+0.1285+0.0406)=0.989 ,
\end{equation}
and higher waves supply the remaining 0.011. With $\eta_0=0.8533$, $\eta_1=0.1071$ and $\eta_2=0.0199$,
\begin{equation}
\sigma_{tr}\simeq4.788\,(0.5677+0.0229+0.0012)=2.83\ \text{\AA}^2 .
\end{equation}
The wind valence is $-0.1436\times115.9\times2.83=-47$, and the force is $1.89\times10^{-6}$~eV/\AA, or 3.0~fN.

For comparison, two Gaussian wells $-D\,e^{-r^2/b^2}$ were tuned to $Z=1$ through their depth: $D=7.79$~eV for $b=1.0$~\AA\ and $D=2.42$~eV for $b=1.5$~\AA. Host, current and resistivity are the same throughout.

\begin{center}
\begin{tabular}{lccc}
potential & charge & $\sigma_{tr}$ (\AA$^2$) & $Z_w$\\
Thomas--Fermi & 1.296 & 3.33 & $-55$\\
tuned Coulomb & 1.000 & 2.83 & $-47$\\
Gaussian, 1.0~\AA & 1.000 & 0.679 & $-11$\\
Gaussian, 1.5~\AA & 1.000 & 0.158 & $-2.6$
\end{tabular}
\end{center}

Enforcing the rule within the Coulomb form removes an 18\% excess of wind, relative to the tuned value. Changing the shape at fixed charge changes the wind by a factor of 18. First-order scattering, with both potentials set to $Z=1$ in that order (the Coulomb form then has the Thomas--Fermi screening length), already gives a factor of about 11. In that order the amplitude falls with the momentum transfer $q$ as $e^{-q^2b^2/4}$ for a Gaussian well, but only as $1/(q^2+\kappa^2)$ for the screened Coulomb form, so a wide well throws far fewer electrons backwards. The rest of the factor comes from higher orders. The widest well lies below the bound for $L=1$ without contradiction, since its $d$ and $f$ phases, 0.088 and 0.032, are not zero.

The rule can thus reject a potential or fix one parameter of a trial form. The form itself must come from elsewhere, for instance from a self-consistent density-functional calculation, where the rule measures whether the computed screening is complete.

\subsection{Neglected effects and the real case}

Several omissions are small for the tuned Coulomb potential. Thermal smearing at fixed potential and chemical potential changes the wind by about $10^{-5}$ of itself. The product $k_F\ell$ is 188, so the electron waves are well defined between collisions. The drift velocity is $2\times10^{-7}$ of the Fermi velocity, which justifies linear response. A direct force of nominal valence $+1$ would offset 2\% of the wind, but 38\% for the wide Gaussian.

Two others are not small. An interstitial ion pushes the host outward, and the displaced positive background reduces the charge left to screen. For a volume chosen as 2~\AA$^3$, pushed out through a sphere around the ion, the charge falls to $1-0.1436\times2=0.71$. This local volume is not the relaxation volume of the whole crystal. In isotropic elasticity the latter is larger by the factor $3(1-\nu)/(1+\nu)$, about 1.4 for a Poisson ratio $\nu=0.35$, because the free surface adds a uniform dilation that does not enter the local count. Retuning the screened Coulomb potential to it lowers the wind to about three quarters of its former value. Rescattering by the lattice is also missing. At a neighbour 2~\AA\ away, the scattered wave has a root-mean-square amplitude, averaged over angle, of 0.27 of the incident one. This indicates the possible size of interference, not a computed correction.

The chosen resistivity, current density and temperature are round values in the rough range of an on-chip metal line under an electromigration test. Effective valences in good conductors are, as a rough figure, of order ten in magnitude, so the $-47$ of the tuned Coulomb potential is large. In real lines atoms often move by way of vacancies, grain boundaries or interfaces, where the surroundings are not spherical and the charge to be screened changes along the jump. The model does not say how far this moves the number. At the computed force, the work done over a 3~\AA\ jump is $1.3\times10^{-4}$ of the thermal energy $k_BT$, so in this model the wind slightly biases thermally activated jumps and does not drive them by itself.
